# Why CIS and hybrid response miss conical intersections with the ground state: verification in Python

```python
"""Crossings of a mean-field ground state with its singlet response states.

Result under test: without reference-excited coupling, omega = 0 is ONE
condition (a seam with a one-dimensional branching space), and it can occur
only where the reference is not a strict minimum. A true cone needs two.
Symbols: A, B response matrices; omega lowest eigenvalue of A (CIS or TDA);
A+B and A-B are curvatures for real and imaginary orbital rotations.
Model: two electrons on sites a, b with energies -D/2, +D/2, hopping -t and
on-site repulsion U; occupied orbital cos(th/2) a + sin(th/2) b.
Molecules: methylene (CIS, BHandHLYP, full CI) and H3+ (CIS).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from pyscf import gto, scf, dft, fci, mcscf
from pyscf.tdscf import rhf as response

EV = physical_constants["Hartree energy in eV"][0]
U = 4.0


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------------- two-site model, energies in eV ----------------
def hamiltonian(D, t):
    h = np.array([[-D / 2, -t], [-t, D / 2]])
    one = np.eye(2)
    return np.kron(h, one) + np.kron(one, h) + U * np.diag([1., 0., 0., 1.])


SINGLETS = np.array([[1, 0, 0], [0, 0, 2**-0.5],
                     [0, 0, 2**-0.5], [0, 1, 0]], dtype=float)


def exact(D, t):
    return np.linalg.eigh(SINGLETS.T @ hamiltonian(D, t) @ SINGLETS)


def exact_gap(D, t):
    e = exact(D, t)[0]
    return e[1] - e[0]


def elements(D, t, th):
    """Energy, coupling to the single excitation, A and B from determinants."""
    H = hamiltonian(D, t)
    o = np.array([np.cos(th / 2), np.sin(th / 2)])
    v = np.array([-np.sin(th / 2), np.cos(th / 2)])
    ground, double = np.kron(o, o), np.kron(v, v)
    single = (np.kron(o, v) + np.kron(v, o)) / np.sqrt(2)
    e0 = ground @ H @ ground
    return e0, ground @ H @ single, single @ H @ single - e0, double @ H @ ground


def stationary(D, t):
    def slope(x):
        return D * np.sin(x) - 2 * t * np.cos(x) - U * np.sin(x) * np.cos(x)
    grid = np.linspace(-np.pi, np.pi, 722)
    f = slope(grid)
    return [brentq(slope, grid[k], grid[k + 1], xtol=1e-14)
            for k in range(len(grid) - 1) if f[k] * f[k + 1] < 0]


def lowest(D, t):
    return min(stationary(D, t), key=lambda x: elements(D, t, x)[0])


def higher_minimum(D, t):
    found = []
    for x in stationary(D, t):
        _, _, a, b = elements(D, t, x)
        if x < 0 and a + b > 0:
            found.append(x)
    assert len(found) == 1
    return found[0]


def omega_higher(D, t):
    return elements(D, t, higher_minimum(D, t))[2]


# energy formula, Brillouin coupling and formulas for A and B
for D, t in [(3.0, 0.1), (1.632, 0.45), (5.0, 0.7), (2.0, -0.3)]:
    for th in stationary(D, t):
        e0, coupling, a, b = elements(D, t, th)
        formula = (-D * np.cos(th) - 2 * t * np.sin(th)
                   + U * (1 + np.cos(th)**2) / 2)
        assert abs(e0 - formula) < 1e-10 and abs(coupling) < 1e-10
        assert abs(b - U * np.sin(th)**2 / 2) < 1e-10
        assert abs(a - b - 2 * t / np.sin(th)) < 1e-8

# loop around the exact cone
radius = 0.05
angles = (np.arange(120) + 0.5) * 2 * np.pi / 120
vectors, gaps, mean_field = [], [], []
for phi in angles:
    x, t = radius * np.cos(phi), radius * np.sin(phi)
    e, c = exact(U + x, t)
    gaps.append(e[1] - e[0])
    assert abs(gaps[-1] / np.sqrt(x * x + 8 * t * t) - 1) < 0.02
    vectors.append(c[:, 0])
    mean_field.append(elements(U + x, t, lowest(U + x, t))[2])
loop_sign = np.prod([np.sign(vectors[k] @ vectors[(k + 1) % 120])
                     for k in range(120)])
assert loop_sign == -1 and min(mean_field) > 0
show("Model repulsion U", U, "eV", 1)
show("Exact gap at D=U, t=0", exact_gap(U, 0), "eV")
show("Loop radius around exact cone", radius, "eV", 3)
show("Smallest exact gap on loop", min(gaps), "eV")
show("Largest exact gap on loop", max(gaps), "eV")
show("Sign of exact ground state after loop", loop_sign, "", 0)
show("Smallest CIS omega on loop, lowest reference", min(mean_field), "eV")

# shape of the touching point on the lowest reference
t = 1e-4
a = elements(U, t, lowest(U, t))[2]
assert abs(a / (U * (4 * t / U)**(2 / 3)) - 1) < 0.01
t = 0.01
show("CIS omega at D=U, t=0.01 eV", elements(U, t, lowest(U, t))[2], "eV")
show("Exact gap at D=U, t=0.01 eV", exact_gap(U, t), "eV")
right, left = lowest(3.0, 1e-4), lowest(3.0, -1e-4)
assert right > 0.5 and left < -0.5
show("Reference angle at D=3 eV, t=+0.0001 eV", np.degrees(right), "deg", 2)
show("Reference angle at D=3 eV, t=-0.0001 eV", np.degrees(left), "deg", 2)

# false seam on the higher real minimum
s = 0.8
D_seam, t_seam = U * np.sqrt(1 - s * s) * (1 - s * s / 2), U * s**3 / 4
t_found = brentq(lambda q: omega_higher(D_seam, q), 0.3, 0.59, xtol=1e-12)
assert abs(t_found - t_seam) < 1e-8
th_seam = higher_minimum(D_seam, t_seam)
_, coupling, a, b = elements(D_seam, t_seam, th_seam)
assert abs(a) < 1e-8 and a + b > 0 and a - b < 0
step = 1e-4
gradient = np.array([
    omega_higher(D_seam + step, t_seam) - omega_higher(D_seam - step, t_seam),
    omega_higher(D_seam, t_seam + step) - omega_higher(D_seam, t_seam - step)
]) / (2 * step)
r = 0.002
circle = [r * np.array([np.cos(p), np.sin(p)]) for p in angles]
values = np.array([omega_higher(D_seam + d[0], t_seam + d[1]) for d in circle])
linear = np.array([gradient @ d for d in circle])
assert np.max(abs(values - linear)) < 0.05 * np.linalg.norm(gradient) * r
changes = int(np.sum(values * np.roll(values, 1) < 0))
assert changes == 2
show("False seam point, D", D_seam, "eV")
show("False seam point, t found numerically", t_found, "eV")
show("Reference angle there", np.degrees(th_seam), "deg", 2)
show("A+B there", a + b, "eV")
show("A-B there", a - b, "eV")
show("Exact gap there", exact_gap(D_seam, t_seam), "eV")
show("Slope of omega along D", gradient[0])
show("Slope of omega along t", gradient[1])
print("Sign changes of omega on small circle:", changes)

# full response against linearized motion of the one-particle density matrix
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def motion(n, D, t):
    rho = (np.eye(2) + np.einsum("k,kij->ij", n, PAULI)) / 2
    fock = np.array([[-D / 2, -t], [-t, D / 2]]) + U * np.diag(np.diag(rho))
    rate = -1j * (fock @ rho - rho @ fock)
    return np.array([np.trace(p @ rate).real for p in PAULI])


def omega_squared(D, t, th):
    n = np.array([np.sin(th), 0, np.cos(th)])
    jac = np.array([(motion(n + d, D, t) - motion(n - d, D, t)) / 2e-3
                    for d in 1e-3 * np.eye(3)]).T
    # nonzero eigenvalues are +-i omega, so trace(jac^2) = -2 omega^2
    return -np.trace(jac @ jac) / 2


for D, t, th in [(3.0, 0.5, lowest(3.0, 0.5)), (D_seam, t_seam, th_seam)]:
    _, _, a, b = elements(D, t, th)
    assert abs(omega_squared(D, t, th) - (a * a - b * b)) < 1e-7
show("Full-response omega^2 at false seam",
     omega_squared(D_seam, t_seam, th_seam), "eV^2")
w4, w1 = [np.sqrt(omega_squared(3.0, q, lowest(3.0, q))) for q in (4e-4, 1e-4)]
assert abs(w4 / w1 - 2) < 0.02
show("Full-response omega ratio, t=0.0004 to 0.0001 eV (D=3 eV)", w4 / w1)

# ---------------- methylene ----------------
BOND = 1.10
HYBRID = "0.5*HF + 0.5*B88, LYP"


def methylene(angle, xc=None, dm=None):
    half = np.radians(angle / 2)
    x, z = BOND * np.sin(half), BOND * np.cos(half)
    mol = gto.M(atom=[("C", (0, 0, 0)), ("H", (x, 0, z)), ("H", (-x, 0, z))],
                basis="6-31g", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol) if xc is None else dft.RKS(mol)
    if xc is not None:
        mf.xc = xc
        mf.grids.level = 1
    mf.conv_tol, mf.max_cycle = 1e-11, 200
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def matrices(mf):
    a, b = response.get_ab(mf)
    n = a.shape[0] * a.shape[1]
    return a.reshape(n, n), b.reshape(n, n)


def lowest_root(matrix):
    return np.linalg.eigvalsh(matrix)[0] * EV


def find_crossing(xc):
    bent = methylene(102, xc)
    middle = methylene(136, xc, bent.make_rdm1())
    guess = middle.make_rdm1()
    wide = methylene(170, xc, guess)
    w_bent, w_wide = [lowest_root(matrices(m)[0]) for m in (bent, wide)]
    assert w_bent > 0 > w_wide
    angle = brentq(lambda q: lowest_root(matrices(methylene(q, xc, guess))[0]),
                   102, 170, xtol=0.01)
    mf = methylene(angle, xc, guess)
    a, b = matrices(mf)
    w, plus, minus = lowest_root(a), lowest_root(a + b), lowest_root(a - b)
    assert abs(w) < 0.01 and plus > 0 > minus
    name = "CIS" if xc is None else "BHandHLYP"
    show(f"CH2 {name} omega at 102 deg", w_bent, "eV", 3)
    show(f"CH2 {name} omega at 170 deg", w_wide, "eV", 3)
    show(f"CH2 {name} crossing angle", angle, "deg", 1)
    show(f"CH2 {name} lowest A+B root at crossing", plus, "eV", 3)
    show(f"CH2 {name} lowest A-B root at crossing", minus, "eV", 3)
    return mf, a, b


def full_ci_gap(mf):
    norb = mf.mol.nao - 1
    cas = mcscf.CASCI(mf, norb, 6)
    h1, core = cas.get_h1eff()
    solver = fci.direct_spin0.FCI()
    e, c = solver.kernel(h1, cas.get_h2eff(), norb, 6, nroots=2, ecore=core)
    for vector in c:
        assert abs(fci.spin_op.spin_square(vector, norb, 6)[0]) < 1e-3
    return (e[1] - e[0]) * EV


show("CH2 bond length", BOND, "angstrom", 2)
hf, _, _ = find_crossing(None)
gap_cross = full_ci_gap(hf)
gap_linear = full_ci_gap(methylene(180, None, hf.make_rdm1()))
assert gap_cross > 0.05 and abs(gap_linear) < 0.02
show("CH2 full CI gap at CIS crossing angle", gap_cross, "eV", 3)
show("CH2 full CI gap at 180 deg", gap_linear, "eV", 3)

ks, A, B = find_crossing(HYBRID)
mol, C = ks.mol, ks.mo_coeff
nocc = mol.nelectron // 2
nvir = C.shape[1] - nocc
eri, hcore = mol.intor("int2e"), ks.get_hcore()


def determinant_energy(kappa, exchange, semilocal):
    """Energy after rotating orbitals by kappa[i, a], which may be complex."""
    K = np.zeros((nocc + nvir,) * 2, dtype=complex)
    K[nocc:, :nocc] = kappa.T
    K[:nocc, nocc:] = -kappa.conj()
    occ = (C @ expm(K))[:, :nocc]
    dm = 2 * occ @ occ.conj().T
    real = np.ascontiguousarray(dm.real)
    vj = np.einsum("mnls,ls->mn", eri, real)
    vk = np.einsum("mnls,nl->ms", eri, dm)
    e = np.sum(real * (hcore + vj / 2))
    e -= exchange / 4 * np.einsum("sm,ms->", dm, vk).real
    if semilocal:
        e += ks._numint.nr_rks(mol, ks.grids, HYBRID, real)[1]
    return e + mol.energy_nuc()


zero = np.zeros((nocc, nvir))
e0 = determinant_energy(zero, 0.5, True)
assert abs(e0 - ks.e_tot) < 1e-6
mode = np.linalg.eigh(A)[1][:, 0]
size = 0.01
for factor, matrix, name in [(1, A + B, "real"), (1j, A - B, "imaginary")]:
    kappa = factor * size * mode.reshape(nocc, nvir)
    second = (determinant_energy(kappa, 0.5, True)
              + determinant_energy(-kappa, 0.5, True) - 2 * e0) / 2
    curvature = second / (2 * size**2) * EV
    # quartic terms of the energy limit this comparison
    assert abs(curvature - mode @ matrix @ mode * EV) < 0.02
    show(f"CH2 BHandHLYP curvature, {name} rotation", curvature, "eV", 3)

# what is stationary in a hybrid, and what is not
f_ks = (C.T @ ks.get_fock() @ C)[:nocc, nocc:]
f_hf = (C.T @ scf.RHF(mol).get_fock(dm=ks.make_rdm1()) @ C)[:nocc, nocc:]
i, a = np.unravel_index(np.argmax(abs(f_hf)), f_hf.shape)
kick = zero.copy()
kick[i, a] = 1e-3
slope = (determinant_energy(kick, 1, False)
         - determinant_energy(-kick, 1, False)) / 2e-3
coupling = slope / (2 * np.sqrt(2))
assert abs(coupling - np.sqrt(2) * f_hf[i, a]) < 1e-5
assert np.max(abs(f_ks)) < 1e-4 and abs(coupling) > 10 * np.max(abs(f_ks))
show("CH2 BHandHLYP largest |f_ia|", np.max(abs(f_ks)) * EV, "eV", 6)
show("CH2 largest |<Phi|H|S_ia>|, same orbitals", abs(coupling) * EV, "eV")


# ---------------- two CIS excited states of H3+ ----------------
def excited_gap(dx, dy):
    side = 0.9
    height = side * np.sqrt(3) / 2
    ion = gto.M(atom=[("H", (dx, height + dy, 0)), ("H", (-side / 2, 0, 0)),
                      ("H", (side / 2, 0, 0))],
                basis="sto-3g", charge=1, unit="Angstrom", verbose=0)
    mf = scf.RHF(ion)
    mf.conv_tol = 1e-12
    mf.kernel()
    roots = np.linalg.eigvalsh(matrices(mf)[0]) * EV
    return roots[1] - roots[0]


gap0, gap_x, gap_y = [excited_gap(*d) for d in [(0, 0), (.005, 0), (0, .005)]]
assert gap0 < 1e-4 and gap_x > 1e-3 and abs(gap_x / gap_y - 1) < 0.05
assert abs(excited_gap(0.01, 0) / gap_x - 2) < 0.1
assert abs(excited_gap(0, 0.01) / gap_y - 2) < 0.1
show("H3+ CIS S2-S1 gap, equilateral, side 0.9 angstrom", gap0, "eV", 5)
show("H3+ gap, one atom moved 0.005 angstrom along x", gap_x, "eV", 5)
show("H3+ gap, one atom moved 0.005 angstrom along y", gap_y, "eV", 5)
print("PASS")
```

Printed output:

```
Model repulsion U: 4.0 eV
Exact gap at D=U, t=0: 0.0000 eV
Loop radius around exact cone: 0.050 eV
Smallest exact gap on loop: 0.0501 eV
Largest exact gap on loop: 0.1414 eV
Sign of exact ground state after loop: -1
Smallest CIS omega on loop, lowest reference: 0.0592 eV
CIS omega at D=U, t=0.01 eV: 0.1846 eV
Exact gap at D=U, t=0.01 eV: 0.0283 eV
Reference angle at D=3 eV, t=+0.0001 eV: 41.41 deg
Reference angle at D=3 eV, t=-0.0001 eV: -41.41 deg
False seam point, D: 1.6320 eV
False seam point, t found numerically: 0.5120 eV
Reference angle there: -53.13 deg
A+B there: 1.2800 eV
A-B there: -1.2800 eV
Exact gap there: 2.8461 eV
Slope of omega along D: -1.8000
Slope of omega along t: -5.2000
Sign changes of omega on small circle: 2
Full-response omega^2 at false seam: -1.6384 eV^2
Full-response omega ratio, t=0.0004 to 0.0001 eV (D=3 eV): 2.0008
CH2 bond length: 1.10 angstrom
CH2 CIS omega at 102 deg: 1.438 eV
CH2 CIS omega at 170 deg: -0.716 eV
CH2 CIS crossing angle: 137.8 deg
CH2 CIS lowest A+B root at crossing: 0.875 eV
CH2 CIS lowest A-B root at crossing: -0.923 eV
CH2 full CI gap at CIS crossing angle: 0.484 eV
CH2 full CI gap at 180 deg: 0.000 eV
CH2 BHandHLYP omega at 102 deg: 1.499 eV
CH2 BHandHLYP omega at 170 deg: -0.551 eV
CH2 BHandHLYP crossing angle: 140.3 deg
CH2 BHandHLYP lowest A+B root at crossing: 0.742 eV
CH2 BHandHLYP lowest A-B root at crossing: -0.811 eV
CH2 BHandHLYP curvature, real rotation: 0.772 eV
CH2 BHandHLYP curvature, imaginary rotation: -0.772 eV
CH2 BHandHLYP largest |f_ia|: 0.000000 eV
CH2 largest |<Phi|H|S_ia>|, same orbitals: 0.9987 eV
H3+ CIS S2-S1 gap, equilateral, side 0.9 angstrom: 0.00000 eV
H3+ gap, one atom moved 0.005 angstrom along x: 0.11471 eV
H3+ gap, one atom moved 0.005 angstrom along y: 0.11418 eV
PASS
```
